**Transfer-length extraction with a common gap error**

When every true gap exceeds its drawn value by δ, each contact resistance reads high by R_sh δ/(2W) and the transfer length L_T reads high by δ/2. Here R_sh is the sheet resistance, W the contact width and ρ_c the specific contact resistivity, with L_T = √(ρ_c/R_sh). The program solves a resistor ladder for the film and contacts, fits the resulting resistances against the drawn gaps, and asserts that the fitted values agree with these shifts. It also asserts the resistivity error for three transfer lengths, the reversed shifts for negative δ, and the shifts when the film under the metal has a different sheet resistance. Simulated fits with random gap errors are required to match the predicted scatter within 3 %. For 300 ohm per square, 100 µm width and δ = 0.2 µm, the output shows a contact resistance of 3.300 ohm instead of 3.000 ohm and a transfer length of 1.100 µm instead of 1.000 µm. The closing estimates of metal resistance, finite pad length, channel field, self-heating and hot operation use rough inputs and are printed without assertions.

## Numerical check

```python
# Result under test: in a transfer-length measurement whose true gaps all
# exceed the drawn gaps by delta, a fit against drawn gaps gives
#   contact resistance too high by  R_sh*delta/(2*W),
#   transfer length too high by     delta/2,
#   contact resistivity too high by the factor (1 + delta/(2*L_T))**2,
# while the sheet resistance R_sh is right.
# W: contact width; L_T = sqrt(rho_c/R_sh): transfer length;
# rho_c: specific contact resistivity. Internal units: ohm and micrometre.
# The data come from a resistor ladder, not from the contact formula.
import numpy as np
from scipy.linalg import solve_banded

OHM_UM2_PER_OHM_CM2 = 1e8
sheet = 300.0
width = 100.0
delta = 0.2
pad_length = 50.0
drawn = np.array([2.0, 4.0, 8.0, 12.0, 16.0, 20.0])
cell = 0.01


def ladder_resistance(gap, contact_length, rho_c, sheet_under):
    """Resistance between two equipotential metal pads on a resistive film."""
    n_pad = int(round(contact_length / cell))
    n_gap = int(round(gap / cell))
    n = 2 * n_pad + n_gap
    local_sheet = np.full(n, sheet)
    local_sheet[:n_pad] = sheet_under
    local_sheet[n - n_pad:] = sheet_under
    to_metal = np.zeros(n)
    to_metal[:n_pad] = cell * width / rho_c
    to_metal[n - n_pad:] = cell * width / rho_c
    link = 2 * width / (cell * (local_sheet[:-1] + local_sheet[1:]))
    bands = np.zeros((3, n))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1] = to_metal
    bands[1, :-1] += link
    bands[1, 1:] += link
    source = np.zeros(n)
    source[:n_pad] = to_metal[:n_pad]      # left metal at 1 V, right at 0 V
    volts = solve_banded((1, 1), bands, source)
    current = np.sum(to_metal[:n_pad] * (1 - volts[:n_pad]))
    return 1 / current


def extract(gaps, resistances):
    """Straight-line fit: sheet resistance, contact resistance, length."""
    slope, intercept = np.polyfit(gaps, resistances, 1)
    misfit = np.max(np.abs(resistances - slope * gaps - intercept))
    return slope * width, intercept / 2, intercept / (2 * slope), misfit


def measure(rho_c, sheet_under, offset):
    return np.array([ladder_resistance(d + offset, pad_length - offset,
                                       rho_c, sheet_under) for d in drawn])


# Main example
rho_c = 3e-6 * OHM_UM2_PER_OHM_CM2
length_true = np.sqrt(rho_c / sheet)
contact_true = sheet * length_true / width
rise = sheet * delta / (2 * width)
data = measure(rho_c, sheet, delta)
fit_sheet, fit_contact, fit_length, misfit = extract(drawn, data)
good_sheet, good_contact, good_length, _ = extract(drawn + delta, data)
assert abs(fit_sheet - sheet) < 1e-3
assert abs(fit_contact - contact_true - rise) < 1e-3
assert abs(fit_length - length_true - delta / 2) < 1e-3
assert misfit < 1e-5                       # offset leaves no curvature
assert abs(good_contact - contact_true) < 1e-3
assert abs(good_length - length_true) < 1e-3

print(f"Sheet resistance: {sheet:.0f} ohm per square")
print(f"Contact width: {width:.0f} um")
print(f"Gap excess delta: {delta:.1f} um")
print("Drawn gaps:", ", ".join(f"{d:.0f}" for d in drawn), "um")
print(f"Drawn pad length: {pad_length:.0f} um")
print(f"True contact resistivity: {rho_c/OHM_UM2_PER_OHM_CM2:.2e} ohm cm2")
print(f"True transfer length: {length_true:.3f} um")
print(f"True contact resistance: {contact_true:.3f} ohm")
print(f"True width-normalised value: {contact_true*width/1e3:.3f} ohm mm")
print("Ladder resistances:", ", ".join(f"{r:.2f}" for r in data), "ohm")
print(f"Formula rise per contact: {rise:.3f} ohm")
print(f"Formula rise, normalised: {rise*width/1e3:.3f} ohm mm")
print(f"Formula rise of line intercept: {2*rise:.3f} ohm")
print(f"Formula transfer-length error: {delta/2:.3f} um")
print(f"Fit, drawn gaps: sheet {fit_sheet:.2f} ohm per square")
print(f"Fit, drawn gaps: contact {fit_contact:.3f} ohm")
print(f"Fit, drawn gaps: transfer length {fit_length:.3f} um")
print(f"Fit, true gaps: contact {good_contact:.3f} ohm")
print(f"Fit, true gaps: transfer length {good_length:.3f} um")
print(f"Largest misfit to line below 1e-5 ohm: {misfit < 1e-5}")

# Better and poorer contacts
for true_length in (0.3, 1.0, 3.0):
    rho = sheet * true_length**2
    s, c, length, _ = extract(drawn, measure(rho, sheet, delta))
    rho_ratio = s * length**2 / rho
    assert abs(length - true_length - delta / 2) < 1e-3
    assert abs(rho_ratio / (1 + delta / (2 * true_length))**2 - 1) < 2e-3
    print(f"L_T {true_length:.1f} um: length error "
          f"{100*(length/true_length-1):.1f} %, "
          f"resistivity error {100*(rho_ratio-1):.1f} %")

# Opposite sign of the gap error
_, c_neg, length_neg, _ = extract(drawn, measure(rho_c, sheet, -delta))
assert abs(c_neg - contact_true + rise) < 1e-3
assert abs(length_neg - length_true + delta / 2) < 1e-3
print(f"Gaps 0.2 um too small: contact {c_neg:.3f} ohm, "
      f"length {length_neg:.3f} um")

# Film under the metal altered by alloying
under = 150.0
length_under = np.sqrt(rho_c / under)
data_under = measure(rho_c, under, delta)
_, c_under, read_under, _ = extract(drawn, data_under)
_, c_under_good, _, _ = extract(drawn + delta, data_under)
assert abs(read_under - length_under * under / sheet - delta / 2) < 1e-3
assert abs(c_under - c_under_good - rise) < 1e-3
print(f"Altered sheet under metal: {under:.0f} ohm per square")
print(f"  true transfer length {length_under:.3f} um")
print(f"  length read with drawn gaps {read_under:.3f} um")
print(f"  contact rise due to delta {c_under-c_under_good:.3f} ohm")

# Random, independent gap errors on top of the common offset
sigma = 0.05
rng = np.random.default_rng(7)
noisy_gaps = drawn + delta + sigma * rng.standard_normal((40000, drawn.size))
noisy = 2 * contact_true + sheet * noisy_gaps / width
slopes, intercepts = np.polyfit(drawn, noisy.T, 1)
lengths = intercepts / (2 * slopes)
spread_sum = np.sum((drawn - drawn.mean())**2)
reach = drawn.mean() + 2 * (length_true + delta / 2)
scatter = sigma / 2 * np.sqrt(1 / drawn.size + reach**2 / spread_sum)
assert abs(np.std(lengths) / scatter - 1) < 0.03   # sampling and linearising
print(f"Random gap deviation: {sigma:.2f} um")
print(f"  scatter of length, formula {scatter:.4f} um")
print(f"  scatter of length, simulated {np.std(lengths):.4f} um")
print(f"  mean length, simulated {np.mean(lengths):.4f} um")

# Sizes of neglected effects, with rough typical inputs
metal_sheet, probe_distance = 0.05, 25.0
metal_extra = metal_sheet * probe_distance / width
print(f"Metal sheet (rough): {metal_sheet:.2f} ohm per square, "
      f"probe {probe_distance:.0f} um from edge")
print(f"  extra resistance per contact {metal_extra:.4f} ohm")
finite_pad = 2 / np.expm1(2 * (pad_length - delta) / 3.0)
print(f"Finite-pad correction at L_T 3 um: {finite_pad:.1e} (fraction)")
current = 1e-3
field = sheet * current / width * 1e4
print(f"Test current: {current*1e3:.0f} mA")
print(f"  channel field {field:.0f} V/cm")
power = current**2 * data[-1]
radius = np.sqrt(drawn[-1] * width / np.pi) * 1e-6
conductivity = 100.0
heating = power / (4 * conductivity * radius)
print(f"  heat at longest gap {power*1e6:.1f} uW")
print(f"  warming {heating:.4f} K (rough, {conductivity:.0f} W/(m K))")
hot, cold, exponent = 423.0, 300.0, 2.0
hot_sheet = sheet * (hot / cold)**exponent
print(f"Hot sheet at {hot:.0f} K (rough T^{exponent:.0f} law from "
      f"{cold:.0f} K): {hot_sheet:.0f} ohm per square")
print(f"  rise per contact when hot {hot_sheet*delta/(2*width):.3f} ohm")
print("all tests passed")
```

Running it gives:

```
Sheet resistance: 300 ohm per square
Contact width: 100 um
Gap excess delta: 0.2 um
Drawn gaps: 2, 4, 8, 12, 16, 20 um
Drawn pad length: 50 um
True contact resistivity: 3.00e-06 ohm cm2
True transfer length: 1.000 um
True contact resistance: 3.000 ohm
True width-normalised value: 0.300 ohm mm
Ladder resistances: 12.60, 18.60, 30.60, 42.60, 54.60, 66.60 ohm
Formula rise per contact: 0.300 ohm
Formula rise, normalised: 0.030 ohm mm
Formula rise of line intercept: 0.600 ohm
Formula transfer-length error: 0.100 um
Fit, drawn gaps: sheet 300.00 ohm per square
Fit, drawn gaps: contact 3.300 ohm
Fit, drawn gaps: transfer length 1.100 um
Fit, true gaps: contact 3.000 ohm
Fit, true gaps: transfer length 1.000 um
Largest misfit to line below 1e-5 ohm: True
L_T 0.3 um: length error 33.3 %, resistivity error 77.8 %
L_T 1.0 um: length error 10.0 %, resistivity error 21.0 %
L_T 3.0 um: length error 3.3 %, resistivity error 6.8 %
Gaps 0.2 um too small: contact 2.700 ohm, length 0.900 um
Altered sheet under metal: 150 ohm per square
  true transfer length 1.414 um
  length read with drawn gaps 0.807 um
  contact rise due to delta 0.300 ohm
Random gap deviation: 0.05 um
  scatter of length, formula 0.0225 um
  scatter of length, simulated 0.0225 um
  mean length, simulated 1.1000 um
Metal sheet (rough): 0.05 ohm per square, probe 25 um from edge
  extra resistance per contact 0.0125 ohm
Finite-pad correction at L_T 3 um: 7.6e-15 (fraction)
Test current: 1 mA
  channel field 30 V/cm
  heat at longest gap 66.6 uW
  warming 0.0066 K (rough, 100 W/(m K))
Hot sheet at 423 K (rough T^2 law from 300 K): 596 ohm per square
  rise per contact when hot 0.596 ohm
all tests passed
```
